\section*{Bruggeman conductivity and mean-field percolation threshold of a metal–insulator oxide}

\section{Definitions and conventions}

A correlated oxide that is partly switched contains metallic domains of conductivity $\sigma_m$ and insulating domains of conductivity $\sigma_i$, with $0<\sigma_i<\sigma_m$. The metal occupies the volume fraction $f$, with $0<f<1$. The index $j$ stands for $m$ or $i$, with $f_m=f$ and $f_i=1-f$. Angle brackets denote a volume average. The effective conductivity $\sigma_e$ is defined by
\begin{equation}
\langle \mathbf J\rangle=\sigma_e\langle\mathbf E\rangle .
\label{def}
\end{equation}
Conductivities are in S/m, and local fields are given relative to the applied field $E_0$.

Transport is steady, local and ohmic: $\mathbf J=\sigma\mathbf E$, $\mathbf E=-\nabla\phi$ and $\nabla\cdot\mathbf J=0$. Contacts between domains add no resistance. The sample is much larger than a domain, and the mixture is isotropic on average.

Bruggeman's approximation treats \emph{both} phases as spherical grains. Each grain is placed in a uniform medium whose conductivity is the unknown $\sigma_e$. The oxide is therefore not a continuous host that coats every metal sphere. That different structure is treated in Section~\ref{coated}, and it has no threshold at one third.

\section{Field inside one grain}

Let a sphere of radius $a$ and conductivity $\sigma_j$ lie in a medium of conductivity $\sigma_e$, with the field $E_0$ along the polar axis far away. In each region $\nabla^2\phi=0$. The applied potential is proportional to $\cos\theta$, so we try
\begin{align}
\phi_{\rm in}&=-E_j r\cos\theta,\\
\phi_{\rm out}&=-E_0r\cos\theta+\frac{B}{r^2}\cos\theta .
\end{align}
The inner potential is finite at the centre, and the outer one gives the field $E_0$ at infinity. Continuity of $\phi$ at $r=a$ requires
\begin{equation}
-E_ja=-E_0a+\frac{B}{a^2}
\quad\Longrightarrow\quad
\frac{B}{a^3}=E_0-E_j .
\end{equation}
The radial field outside is $-\partial_r\phi_{\rm out}=(E_0+2B/r^3)\cos\theta$. Continuity of the normal current then gives
\begin{equation}
\sigma_jE_j=\sigma_e\left(E_0+\frac{2B}{a^3}\right)
=\sigma_e(3E_0-2E_j).
\end{equation}
Collecting the terms in $E_j$,
\begin{equation}
\frac{E_j}{E_0}=\frac{3\sigma_e}{\sigma_j+2\sigma_e}.
\label{field}
\end{equation}
All boundary conditions are met, and the solution of this boundary-value problem is unique up to a constant potential, so the trial form is the solution. The inner field is uniform and independent of $a$. In this approximation, grains of different sizes therefore enter the average through their volume fractions alone.

\section{Self-consistency}

The mean of the grain fields must equal the applied field:
\begin{equation}
fE_m+(1-f)E_i=E_0 .
\label{closure}
\end{equation}
This is the mean-field step: each grain sees the average medium instead of its actual neighbours. From Eq.~\eqref{field},
\begin{equation}
1-\frac{E_j}{E_0}
=\frac{\sigma_j+2\sigma_e-3\sigma_e}{\sigma_j+2\sigma_e}
=\frac{\sigma_j-\sigma_e}{\sigma_j+2\sigma_e}.
\end{equation}
Averaging this identity and using Eq.~\eqref{closure} yields Bruggeman's equation,
\begin{equation}
f\frac{\sigma_m-\sigma_e}{\sigma_m+2\sigma_e}
+(1-f)\frac{\sigma_i-\sigma_e}{\sigma_i+2\sigma_e}=0 .
\label{brug}
\end{equation}

The definition \eqref{def} must hold as well. The excess current in a grain is
\begin{align}
\frac{\sigma_jE_j}{E_0}-\sigma_e
&=\frac{3\sigma_j\sigma_e-\sigma_e(\sigma_j+2\sigma_e)}
{\sigma_j+2\sigma_e}\nonumber\\
&=2\sigma_e\frac{\sigma_j-\sigma_e}{\sigma_j+2\sigma_e}.
\end{align}
Its average vanishes by Eq.~\eqref{brug}, so $\langle J\rangle=\sigma_eE_0$. The field condition and the current condition are thus the same equation.

\section{The physical root}

Multiply Eq.~\eqref{brug} by both denominators. The two products are
\begin{align}
(\sigma_m-\sigma_e)(\sigma_i+2\sigma_e)
&=\sigma_m\sigma_i+(2\sigma_m-\sigma_i)\sigma_e-2\sigma_e^2,\\
(\sigma_i-\sigma_e)(\sigma_m+2\sigma_e)
&=\sigma_m\sigma_i+(2\sigma_i-\sigma_m)\sigma_e-2\sigma_e^2 .
\end{align}
Weighting them by $f$ and $1-f$ and adding gives
\begin{equation}
2\sigma_e^2-b\sigma_e-\sigma_m\sigma_i=0,
\label{quad}
\end{equation}
where
\begin{align}
b&=f(2\sigma_m-\sigma_i)+(1-f)(2\sigma_i-\sigma_m)\nonumber\\
&=(3f-1)\sigma_m+(2-3f)\sigma_i .
\label{b}
\end{align}
The product of the roots is $-\sigma_m\sigma_i/2<0$, so one root is positive and one negative. The positive root is
\begin{equation}
\sigma_e=\frac{b+\sqrt D}{4},
\qquad D=b^2+8\sigma_m\sigma_i .
\label{root}
\end{equation}

This root lies between the two constituent conductivities. Each fraction in Eq.~\eqref{brug} has the derivative
\begin{equation}
\frac{d}{d\sigma_e}\frac{\sigma_j-\sigma_e}{\sigma_j+2\sigma_e}
=-\frac{3\sigma_j}{(\sigma_j+2\sigma_e)^2}<0 .
\end{equation}
The left side of Eq.~\eqref{brug} is positive at $\sigma_e=\sigma_i$, where the second term vanishes, and negative at $\sigma_e=\sigma_m$, where the first one does. It therefore crosses zero once in between.

For $b<0$ and high contrast, Eq.~\eqref{root} subtracts two nearly equal numbers. Multiplying numerator and denominator by $\sqrt D-b$ and using $D-b^2=8\sigma_m\sigma_i$ gives the equivalent form
\begin{equation}
\sigma_e=\frac{2\sigma_m\sigma_i}{\sqrt D-b},
\label{stable}
\end{equation}
which should be used in code when $b<0$.

The inverse problem, finding $f$ from a known $\sigma_e$, is linear. Equation~\eqref{closure} gives $f=(E_i-E_0)/(E_i-E_m)$, and inserting Eq.~\eqref{field},
\begin{equation}
f=\frac{(\sigma_e-\sigma_i)(\sigma_m+2\sigma_e)}
{3\sigma_e(\sigma_m-\sigma_i)} .
\end{equation}
The result is a metal fraction within this model, and it inherits the model's errors.

\section{Threshold at one third}

Let $\sigma_i\to0$ at fixed $\sigma_m$. Then $b\to(3f-1)\sigma_m$ and $\sqrt D\to|3f-1|\sigma_m$, so
\begin{equation}
\frac{\sigma_e}{\sigma_m}\to\frac{3f-1+|3f-1|}{4}
=\begin{cases}
0,&f\le\frac13,\\[2pt]
\dfrac{3f-1}{2},&f>\frac13 .
\end{cases}
\label{threshold}
\end{equation}
The mean-field percolation threshold is $f_c=1/3$, and the conductivity rises linearly above it.

The small conductivity below threshold follows from Eq.~\eqref{stable}. There $b\simeq-(1-3f)\sigma_m$ and $\sqrt D\simeq-b$, hence
\begin{equation}
\sigma_e\simeq\frac{\sigma_i}{1-3f},
\qquad f<\frac13 .
\label{below}
\end{equation}
This requires $8\sigma_i/\sigma_m\ll(1-3f)^2$. At $f=1/3$, Eq.~\eqref{b} gives $b=\sigma_i$, and
\begin{equation}
\sigma_e=\frac{\sigma_i+\sqrt{\sigma_i^2+8\sigma_m\sigma_i}}{4}
\simeq\sqrt{\frac{\sigma_m\sigma_i}{2}} .
\label{third}
\end{equation}
The scale is thus set by $\sigma_i$ below threshold, by $\sigma_m$ above it, and by their geometric mean at it.

The local fields show where the number one third comes from. Below threshold, Eq.~\eqref{below} gives $E_m/E_0\simeq3\sigma_e/\sigma_m\to0$ and
\begin{equation}
\frac{E_i}{E_0}\to\frac{3/(1-3f)}{1+2/(1-3f)}
=\frac{3}{3-3f}=\frac1{1-f}.
\end{equation}
The metal is nearly field-free, and the insulating grains carry the whole voltage. But Eq.~\eqref{field} with $\sigma_i>0$ implies $E_i/E_0<3/2$: a spherical grain in a uniform medium cannot concentrate the field further, however conducting that medium is. The required field $1/(1-f)$ reaches this ceiling when
\begin{equation}
(1-f)\frac32=1\quad\Longrightarrow\quad f=\frac13 .
\end{equation}
For larger $f$ the metal must carry part of the field. Equation~\eqref{closure} and the ceiling give, at any finite contrast,
\begin{equation}
\frac{E_m}{E_0}>\frac{1-\frac32(1-f)}{f}=\frac{3f-1}{2f}.
\label{metalfield}
\end{equation}
A field in the metal comparable with $E_0$ means a current comparable with $\sigma_mE_0$. This is why the conductivity changes its scale at one third. As $\sigma_i\to0$, $E_i/E_0\to3/2$ above threshold and Eq.~\eqref{metalfield} becomes an equality.

\section{Crossover at finite contrast}

For $\sigma_i>0$, Eq.~\eqref{root} is smooth in $f$. Its steepness on a logarithmic scale follows from $db/df=3(\sigma_m-\sigma_i)$ and
\begin{equation}
\frac{d\sigma_e}{db}=\frac14\left(1+\frac b{\sqrt D}\right)
=\frac{\sigma_e}{\sqrt D}.
\end{equation}
Therefore
\begin{equation}
\frac{d\ln\sigma_e}{df}
=\frac{3(\sigma_m-\sigma_i)}{\sqrt{b^2+8\sigma_m\sigma_i}} .
\label{slope}
\end{equation}
The slope is largest at $b=0$. Writing $b=3f(\sigma_m-\sigma_i)-\sigma_m+2\sigma_i$, this occurs at
\begin{equation}
f^*=\frac{\sigma_m-2\sigma_i}{3(\sigma_m-\sigma_i)}
=\frac13-\frac{\sigma_i}{3(\sigma_m-\sigma_i)},
\end{equation}
which is a positive fraction if $\sigma_m>2\sigma_i$. At this point $\sigma_e=\sqrt{8\sigma_m\sigma_i}/4=\sqrt{\sigma_m\sigma_i/2}$ without approximation.

A natural half-width $w$ is the change of $f$ that takes $b$ from zero to $\pm\sqrt{8\sigma_m\sigma_i}$:
\begin{equation}
w=\frac{\sqrt{8\sigma_m\sigma_i}}{3(\sigma_m-\sigma_i)} .
\label{width}
\end{equation}
There $\sqrt D=\sqrt2\,\sqrt{8\sigma_m\sigma_i}$, so Eq.~\eqref{root} gives
\begin{equation}
\frac{\sigma_e(f^*\pm w)}{\sigma_e(f^*)}=\sqrt2\pm1 ,
\end{equation}
provided both fractions lie between zero and one. Since $\sqrt2-1=1/(\sqrt2+1)$, the conductivity changes by the same factor, 2.41, up or down. At high contrast $w\simeq\frac13\sqrt{8\sigma_i/\sigma_m}$.

The theory gives $\sigma_e$ for a prescribed $f$. A switching curve also needs a law for $f$ as a function of temperature, voltage and history. A smooth $\sigma_e(f)$ does not exclude a jump in the device if $f$ itself jumps.

\section{Worked example}

Take the model parameters $\sigma_m=10^5$ S/m and $\sigma_i=10$ S/m, and a cube of edge $L=1\,\mu$m with much smaller grains. Contacts cover two opposite faces, so
\begin{equation}
R=\frac{L}{\sigma_eL^2}=\frac1{\sigma_eL}.
\end{equation}
For $f=0.20$,
\begin{align}
b&=-0.4\times10^5+1.4\times10=-39986\ {\rm S/m},\\
\sqrt D&=\sqrt{39986^2+8\times10^6}=40086\ {\rm S/m},\\
\sigma_e&=\frac{2\times10^6}{40086+39986}=25.0\ {\rm S/m}.
\end{align}
The resistance is $1/(25.0\times10^{-6})=4.00\times10^4\ \Omega$. For $f=0.50$, $b=50005$ S/m and $\sqrt D=50085$ S/m, so $\sigma_e=(50005+50085)/4=2.50\times10^4$ S/m and $R=40.0\ \Omega$. The same formulas give the following mean-field values. At and below one third the conductivities can be too low by a factor of ten or more, and the resistances too high by the same factor, for a real grain structure whose metal grains already form continuous paths.

\begin{center}
\begin{tabular}{ccccc}
$f$ & $\sigma_e$ (S/m) & $R$ ($\Omega$) & $E_m/E_0$ & $E_i/E_0$\\
0.20 & 25.0 & 40000 & 0.00075 & 1.250\\
0.30 & 98.2 & 10200 & 0.0029 & 1.427\\
1/3 & 710 & 1410 & 0.021 & 1.490\\
0.40 & 10100 & 99.5 & 0.251 & 1.499\\
0.50 & 25000 & 40.0 & 0.500 & 1.500
\end{tabular}
\end{center}

The fields follow the two regimes of the previous sections. At $f=0.20$ the insulator carries nearly $1/(1-f)=1.25$ times the applied field. At $f=0.40$ it is close to its ceiling, and the metal supplies the rest: $0.40\times0.251+0.60\times1.499=1.00$.

Between $f=0.20$ and $f=0.50$ the mean-field resistance falls by a factor of about 1000, although $\sigma_m/\sigma_i=10^4$. Equations~\eqref{threshold} and \eqref{below} explain the difference: the ratio is approximately $(\sigma_m/4)/(\sigma_i/0.4)=0.1\,\sigma_m/\sigma_i$.

The steepest point is $f^*=0.3333$, with $\sigma_e=707$ S/m. Equation~\eqref{width} gives $w=2828/(3\times99990)=0.0094$, and the maximum slope is $1/w=106$. An error of 0.001 in $f$ near this point thus changes $\sigma_e$ by about 11\%. Values of $\sigma_e$ in the crossover are no more reliable than this sensitivity allows.

\section{Metal spheres that remain coated}
\label{coated}

Suppose instead that every metal core of radius $c$ has an oxide shell of outer radius $a$, with $f=c^3/a^3$. Seek an outside conductivity $\sigma_{\rm MG}$ for which the coated sphere leaves the outside field $E_0$ undisturbed. In the shell put $\phi=-(Pr-qa^3/r^2)\cos\theta$, and let the core field be $A$. Continuity of potential and normal current at $r=c$ gives
\begin{equation}
P-\frac qf=A,\qquad
\sigma_i\left(P+\frac{2q}{f}\right)=\sigma_mA .
\end{equation}
Eliminating $A$,
\begin{equation}
\frac qP=f\beta,\qquad
\beta=\frac{\sigma_m-\sigma_i}{\sigma_m+2\sigma_i}.
\end{equation}
At $r=a$ the conditions are $P-q=E_0$ and $\sigma_i(P+2q)=\sigma_{\rm MG}E_0$. Their ratio is the Maxwell Garnett formula,
\begin{equation}
\sigma_{\rm MG}=\sigma_i\frac{1+2f\beta}{1-f\beta}.
\end{equation}
Such a sphere can replace an equal volume of the outside medium without changing the field elsewhere. Repeating the replacement with spheres of many sizes, down to vanishing size, fills the material.

At high contrast $\beta\to1$ and $\sigma_{\rm MG}\to\sigma_i(1+2f)/(1-f)$. For any fixed $f<1$ this vanishes with $\sigma_i$: the coating interrupts every metallic path. With the parameters above and $f=0.4066$, $\sigma_{\rm MG}=30.5$ S/m, while Bruggeman's value is $1.10\times10^4$ S/m, about 360 times larger. The amounts of the two phases are the same, but the two models assume different arrangements.

The two theories agree for dilute metal. Put $\sigma_e=\sigma_i(1+\delta)$ in Eq.~\eqref{brug}. To first order in $f$ and $\delta$ it reads $f\beta-\delta/3=0$, so $\sigma_e\simeq\sigma_i(1+3f\beta)$, which is also the first-order expansion of $\sigma_{\rm MG}$.

\section{How far the mean-field threshold can be trusted}

For a simple cubic network of random bonds, the mean-field approximation leads to the same equation, and the network can also be solved directly. Consider first a uniform infinite network with bond conductance $g_e$. A current $I$ injected at one node sends $I/6$ through each of its six bonds. Extracting $I$ at a neighbouring node adds another $I/6$ in the connecting bond. That bond carries $I/3$, its voltage is $I/(3g_e)$, and the conductance between the nodes is $3g_e$. Without the connecting bond it is $2g_e$.

Now let an applied field produce the voltage $V_0$ across each bond along it. Seen from one such bond, the rest of the network is a source of open-circuit voltage $V_{\rm oc}$ and internal conductance $2g_e$. The original bond fixes $V_0=V_{\rm oc}\,2g_e/(g_e+2g_e)$, so $V_{\rm oc}=3V_0/2$. Replacing its conductance by $g$ gives
\begin{equation}
\frac V{V_0}=\frac32\,\frac{2g_e}{g+2g_e}=\frac{3g_e}{g+2g_e},
\end{equation}
the same factor as Eq.~\eqref{field}. Requiring the mean voltage to be $V_0$ reproduces Eq.~\eqref{brug}, with $f$ now the fraction of metallic bonds.

Kirchhoff's equations were solved by conjugate gradients for periodic networks with 20 sites per edge, averaging three random samples. Metallic bonds have conductance 1. With insulating bonds of 0.01, the network and mean-field conductivities are 0.0142 and 0.0141 at $f=0.10$, 0.410 and 0.413 at $f=0.60$, and 0.707 and 0.705 at $f=0.80$. Away from the threshold region the approximation is good to about one per cent in these cases.

With insulating bonds of $10^{-4}$ and $f=0.30$, the network gives 0.018 and mean-field theory 0.00098, too small by a factor of about 19. The geometry shows why a large discrepancy is possible here. In networks with 30 sites per edge, bonds were made metallic in random order until a connected cluster joined two opposite faces. Over ten samples this happened at a mean fraction of 0.250, with a sample standard deviation of 0.009. At $f=0.30$ continuous metallic paths are therefore expected, while the mean-field equation still places the system below threshold. It replaces the neighbours of each bond by an average and keeps no record of which metallic bonds are connected.

One third is thus the threshold of the self-consistent equation, not a universal geometric constant. For a device model, Eq.~\eqref{root} gives a first estimate when the domains of both phases are roughly spherical and similar in size, and $f$ is either well below or well above both one third and the fraction at which the metal domains actually connect. The second fraction depends on the arrangement and can be much smaller than one third: metal layers of thickness $t$ between insulating cubes of edge $L\gg t$ are connected, yet they fill only about $3t/L$ of the volume. Compact grains that fill space and are made metallic at random can already form continuous paths at $f=0.20$. At the contrast of the worked example, Eq.~\eqref{root} can then give a conductivity too small by a factor of ten or more. Large errors can occur several half-widths $w$ away from $f^*$, as the network at $f=0.30$ shows. The agreement to about one per cent found above belongs to the bond network and is not an error estimate for a material made of grains. Equation~\eqref{root} should not be used to locate the onset of conduction precisely, nor for coated grains, small metal grains packed between much larger insulating ones, elongated filaments, or films only a few domains thick, where a single path can dominate the current.

Numerical values quoted here were computed with a short program.
